# Occupation matrices with spin–orbit coupling: basis changes and the time-reversal constraint

## Result

For a shell of angular momentum $l$ with spin, let $D=2l+1$ and define the $2D\times 2D$ occupation matrix in an orthonormal local basis by
$$n_{ab}=\sum_i f_i\,\langle a|\psi_i\rangle\langle\psi_i|b\rangle ,\qquad 0\le f_i\le 1. \tag{1}$$

If the new basis vectors are the columns of a unitary matrix $V$ in the old basis, then
$$n'=V^\dagger nV,\qquad T'=V^\dagger T V^*. \tag{2}$$
Here $T$ represents time reversal: a coefficient vector $c$ becomes $Tc^*$. A nonmagnetic solution satisfies
$$n=Tn^*T^\dagger, \tag{3}$$
and the constraint is imposed by the projection
$$\mathcal P(n)=\tfrac12\left(n+Tn^*T^\dagger\right). \tag{4}$$

With spin–orbit coupling, "nonmagnetic" does not mean $n_{\uparrow\uparrow}=n_{\downarrow\downarrow}$ and $n_{\uparrow\downarrow}=0$. Condition (3) removes $\langle\mathbf L\rangle$ and $\langle\mathbf S\rangle$ but allows $\langle\mathbf L\cdot\mathbf S\rangle\neq0$. It presupposes a Hamiltonian that is even under time reversal, so there is no external magnetic field. Angular momenta are in units of $\hbar$.

## Why $n$ and $T$ transform differently

Write $|a'\rangle=\sum_a|a\rangle V_{aa'}$. Then $\langle a'|\psi\rangle=\sum_a V^*_{aa'}\langle a|\psi\rangle$, that is, $c'=V^\dagger c$. Since (1) reads $n=\sum_i f_i c_ic_i^\dagger$, the first rule in (2) follows.

One can instead store the index-swapped matrix $\tilde n=n^T$, which equals $n^*$ because $n$ is Hermitian. Its rule is the complex conjugate one, $\tilde n'=V^T\tilde nV^*$. The two rules agree for real $V$, so an error can stay hidden until complex harmonics are used.

Time reversal $\Theta$ is antilinear: $\Theta\sum_a c_a|a\rangle=\sum_a c_a^*\,\Theta|a\rangle$. With $\Theta|a\rangle=\sum_b|b\rangle T_{ba}$ the new coefficients are $Tc^*$. In the primed basis they are
$$V^\dagger Tc^*=V^\dagger T(Vc')^*=(V^\dagger TV^*)\,c'^* ,$$
which is the second rule in (2). Reversing every orbital gives
$$n^\Theta=\sum_i f_i\,(Tc_i^*)(Tc_i^*)^\dagger=Tn^*T^\dagger ,$$
and a nonmagnetic state has $n^\Theta=n$, which is (3).

## The three bases

**Real and complex harmonics.** With Condon–Shortley phases, $Y_m^*=(-1)^mY_{-m}$. For $m>0$ take
$$S_m=\frac{Y_{-m}+(-1)^mY_m}{\sqrt2},\qquad S_{-m}=\frac{i\,[Y_{-m}-(-1)^mY_m]}{\sqrt2},\qquad S_0=Y_0. \tag{5}$$
Conjugation exchanges the two terms of $S_m$. In $S_{-m}$ it exchanges them with a minus sign, which the conjugated $i$ cancels. Both functions are therefore real. For $l=2$ the order $\mu=-2,\dots,2$ is $xy,\,yz,\,z^2,\,xz,\,x^2-y^2$.

Let $C$ hold the $S_\mu$ as columns in the $Y_m$, and let spin be the slow index, up before down. With $W=1_2\otimes C$,
$$n_{\rm complex}=W\,n_{\rm real}\,W^\dagger .$$

**Coupled basis.** For fixed $m_j$, $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$ acts on the pair $|m_j-\frac12,\uparrow\rangle,\ |m_j+\frac12,\downarrow\rangle$ as
$$\frac12\begin{pmatrix} m_j-\frac12 & r\\ r& -m_j-\frac12\end{pmatrix},\qquad r=\sqrt{(l+\tfrac12)^2-m_j^2}.$$
Its eigenvalues are $-\frac14\pm\frac12\sqrt{m_j^2+r^2}=-\frac14\pm\frac12(l+\frac12)$, that is, $l/2$ and $-(l+1)/2$. From $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ they belong to $j=l+\frac12$ and $j=l-\frac12$. For the first, the ratio of the down to the up component is
$$\frac{l+\frac12-m_j}{r}=\sqrt{\frac{l+\frac12-m_j}{l+\frac12+m_j}} .$$
Normalizing, and taking the orthogonal vector for the second, gives
$$\begin{aligned}|l+\tfrac12,m_j\rangle&=a\,|m_j-\tfrac12,\uparrow\rangle+b\,|m_j+\tfrac12,\downarrow\rangle,\\ |l-\tfrac12,m_j\rangle&=-b\,|m_j-\tfrac12,\uparrow\rangle+a\,|m_j+\tfrac12,\downarrow\rangle,\end{aligned}\qquad a,b=\sqrt{\frac{l+\frac12\pm m_j}{2l+1}}. \tag{6}$$
The signs are the Clebsch–Gordan ones for coupling $l$ first and spin second. At $m_j=\pm(l+\frac12)$ one component is absent and its coefficient vanishes.

If $A$ holds these states as columns in the complex basis, the matrix leading from real harmonics to the coupled basis is $V=W^\dagger A$.

The two eigenvalues also fix the $j$ populations. Let $P_\pm$ project on $j=l\pm\frac12$. Inserting $P_-=1-P_+$ in $\mathbf L\cdot\mathbf S=\frac l2P_+-\frac{l+1}2P_-$ and solving for $P_+$ gives, for $N$ electrons in the shell,
$$N_{l+1/2}=\frac{(l+1)N+2\langle\mathbf L\cdot\mathbf S\rangle}{2l+1}. \tag{7}$$

## Time reversal in each basis

Take $\Theta=-i\sigma_yK$, where $K$ is complex conjugation. It sends up to down and down to minus up. Real harmonics are unchanged by $K$, so
$$T_{\rm real}=\begin{pmatrix}0&-1\\1&0\end{pmatrix}\otimes 1_D .$$
For complex harmonics,
$$\Theta|m\uparrow\rangle=(-1)^m|{-m}\downarrow\rangle,\qquad \Theta|m\downarrow\rangle=-(-1)^m|{-m}\uparrow\rangle .$$
Apply this to the first state in (6). Reversing $m_j$ exchanges $a$ and $b$, so
$$\Theta|l+\tfrac12,m_j\rangle=(-1)^{m_j-1/2}\left[b\,|{-m_j}-\tfrac12,\uparrow\rangle+a\,|{-m_j}+\tfrac12,\downarrow\rangle\right]=(-1)^{m_j-1/2}|l+\tfrac12,-m_j\rangle .$$
For the second state the bracket is $a|\cdot\uparrow\rangle-b|\cdot\downarrow\rangle$, which is $-|l-\frac12,-m_j\rangle$. Both cases are contained in
$$\Theta|j,m_j\rangle=(-1)^{l-j+m_j}|j,-m_j\rangle. \tag{8}$$

## The constraint element by element

Multiplying out (3) in real harmonics gives
$$\begin{pmatrix}n_{\uparrow\uparrow}&n_{\uparrow\downarrow}\\ n_{\downarrow\uparrow}&n_{\downarrow\downarrow}\end{pmatrix}=\begin{pmatrix}n_{\downarrow\downarrow}^*&-n_{\downarrow\uparrow}^*\\-n_{\uparrow\downarrow}^*&n_{\uparrow\uparrow}^*\end{pmatrix}. \tag{9}$$
Hermiticity gives $n_{\downarrow\uparrow}^*=n_{\uparrow\downarrow}^T$, hence $n_{\uparrow\downarrow}=-n_{\uparrow\downarrow}^T$. The spin-off-diagonal block is antisymmetric, not zero.

In the form $n=\frac12\left(1_2\otimes\mathcal N+\sum_k\sigma_k\otimes M_k\right)$, where $\mathcal N$ and $M_k$ are orbital matrices,
$$\mathcal N=2\,{\rm Re}\,n_{\uparrow\uparrow},\quad M_z=2i\,{\rm Im}\,n_{\uparrow\uparrow},\quad M_x=2i\,{\rm Im}\,n_{\uparrow\downarrow},\quad M_y=2i\,{\rm Re}\,n_{\uparrow\downarrow}.$$
So $\mathcal N$ is real symmetric and each $M_k$ is imaginary antisymmetric. The net spin vanishes because ${\rm Tr}\,M_k=0$, while $M_k$ itself can correlate spin with orbital motion. The number of free real parameters is $\frac12D(D+1)+\frac32D(D-1)=D(2D-1)$ out of $4D^2$: 45 of 100 for a d shell.

In the coupled basis, (8) gives the sign $(-1)^{l-j-m}(-1)^{l-j'-m'}$. Both exponents are integers, so the second may be reversed:
$$n_{jm,j'm'}=(-1)^{j-j'+m-m'}\,n^*_{j\,-m,\;j'\,-m'}. \tag{10}$$

## Properties of the projection

Because $\Theta^2=-1$ for one electron, $TT^*=-1$. This has the following consequences.

- A second reversal restores $n$, since $T(Tn^*T^\dagger)^*T^\dagger=(TT^*)\,n\,(TT^*)^\dagger=n$. Hence $\mathcal P^2=\mathcal P$.
- Trace and Hermiticity are kept. The matrix $n^\Theta$ has the same eigenvalues as $n$, and the average of two matrices with spectra in $[0,1]$ has its spectrum in $[0,1]$.
- Eigenvalues of a projected matrix come in Kramers pairs. If $nv=\lambda v$, then $n\,Tv^*=T(nv)^*=\lambda\,Tv^*$. Unitarity and $TT^*=-1$ give $T^T=-T$, so $v^\dagger Tv^*=0$ and the two vectors are independent.
- For an odd operator, $TO^*T^\dagger=-O$, one finds ${\rm Tr}(On^\Theta)=-{\rm Tr}(On)$. Components of $\mathbf L$ and $\mathbf S$ therefore average to zero. Their product $\mathbf L\cdot\mathbf S$ is even and keeps its value.
- The projected matrix is the nearest allowed one in the Frobenius norm. Reversal preserves the inner product ${\rm Re\,Tr}(A^\dagger B)$, so even and odd parts are orthogonal. For any even $m$, $\|n-m\|^2=\|n-\mathcal P(n)\|^2+\|\mathcal P(n)-m\|^2$.

## Algorithm

```
setup, once per l:
    build C from (5), A from (6); W = kron(1_2, C)
    V = W^+ A
    T = kron([[0,-1],[1,0]], 1_D)      # real harmonics

each cycle:
    n = occupation matrix (1), summed over the k mesh
    n = (n + T conj(n) T^+)/2          # nonmagnetic constraint
    mix n with earlier projected matrices, real weights
    build the Hubbard potential from n; solve for new orbitals

analysis:
    n_complex = W n W^+
    n_coupled = V^+ n V
```

A basis change costs $O(D^3)$ operations. $T$ has one nonzero element per row in all three bases, so the projection can be done in $O(D^2)$ by moving and conjugating elements. Mixing must use real weights, because (3) is linear over real numbers and not over complex ones.

**Sampling of $k$.** Time reversal maps a Bloch state at $k$ to one at $-k$ with the same energy, and acts on the local orbitals of an atom without moving them. Equal energies have equal occupations, so
$$n(-k)=T\,n(k)^*\,T^\dagger .$$
The matrix at a single $k$ need not obey (3); the sum over $k$ and $-k$ does. If one member of each pair $\pm k$ is computed, with half weight for any point equivalent to its own $-k$, projecting the normalized sum gives the full-mesh result. At a point equivalent to its own $-k$ the levels come in Kramers pairs, and the statement assumes that both members of a pair are equally occupied. If integer filling splits such a pair, even the full-mesh sum breaks (3) until it is projected. In one draw of a random chain model without inversion symmetry, with five states filled at each $k$ and a mesh that avoids $k=0$ and $k=\pi$, the half-mesh matrix differed from its reversed partner by up to 0.32 in one element before projection. The number depends on the draw and shows only that the difference can be large.

## Does self-consistency keep the constraint?

Suppose the energy is even, $E[n^\Theta]=E[n]$, and let $v$ be its gradient, $\delta E={\rm Tr}(v\,\delta n)$. Comparing first-order changes at $n$ and $n^\Theta$ gives $v[n^\Theta]=T\,v[n]^*\,T^\dagger$. An even matrix thus produces an even potential, whatever way $U$ and Hund's $J$ enter an even functional.

The rest of this note uses an isolated shell with a fixed even one-electron part $h$ and the simplest rotationally invariant form, in which $J$ enters through the effective $U$, meaning $U-J>0$:
$$E={\rm Tr}(hn)+\frac U2{\rm Tr}(n-n^2),\qquad v=h+U\left(\tfrac12-n\right). \tag{11}$$
The potential follows from $\delta\,{\rm Tr}\,n^2=2\,{\rm Tr}(n\,\delta n)$.

If all occupied Kramers pairs are full, the new $n$ is again even. If the last electron enters an open pair, a diagonalizer returns an arbitrary vector $\varphi$ of that pair. The projection replaces $|\varphi\rangle\langle\varphi|$ by $\frac12(|\varphi\rangle\langle\varphi|+|\Theta\varphi\rangle\langle\Theta\varphi|)$, which does not depend on the choice if the level is only twofold degenerate; in a level of higher degeneracy different $\varphi$ can give different projected matrices.

**Energy cost.** Let the pair occupations be $p_k$, with $\sum_kp_k=N/2$. Each occurs twice, so the penalty is $U\sum_kp_k(1-p_k)$. This function is concave and has its minimum at a corner of the allowed region, where at most one $p_k$ is fractional. For even $N$ all are 0 or 1 and the penalty is zero. For odd $N$ one equals $\frac12$ and the penalty is $U/4$.

Filling the lowest levels of $h$ also minimizes ${\rm Tr}(hn)$, so both terms reach their minima together. Without the constraint, the same levels can be filled with integer occupations and no penalty. In this model the constraint therefore costs
$$E_{\rm nonmagnetic}-E_{\rm magnetic}=\begin{cases}0,&N\text{ even}\\ U/4,&N\text{ odd.}\end{cases} \tag{12}$$

**Stability.** For odd $N$, shift the open pair to occupations $\frac12\pm\eta$. The two levels are degenerate, so ${\rm Tr}(hn)$ is unchanged. The penalty becomes $\frac U2\cdot2(\frac14-\eta^2)$, and the energy changes by $-U\eta^2$. There is no linear term, but the solution is unstable once the constraint is released. With integer filling, a run without projection leaves this point in its first cycle, because the diagonalizer picks one vector $\varphi$ of the pair and occupies it fully, which is $\eta=\frac12$.

## Worked example: five d electrons

The model parameters are a cubic term that puts $t_{2g}$ ($xy,yz,xz$) at zero and $e_g$ at 0.12 hartree, a spin–orbit term $\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta=0.016$ hartree, and $U=0.08$ hartree. The levels of $h$ are a quartet at $-0.010933$, a doublet at $0.016000$ and a quartet at $0.122933$ hartree. Their sum, $4(-0.010933)+2(0.016)+4(0.122933)=0.480$, equals the trace of the cubic term, $4\times0.12$.

Four electrons fill the lower quartet and the fifth enters the doublet. One doublet state is
$$\varphi=\sqrt{\tfrac16}\,|\tfrac52,\tfrac52\rangle-\sqrt{\tfrac56}\,|\tfrac52,-\tfrac32\rangle=\frac{|2\uparrow\rangle-|{-2}\uparrow\rangle}{\sqrt6}-\sqrt{\tfrac23}\,|{-1}\downarrow\rangle ,$$
using (6). By (5), $Y_2-Y_{-2}$ is proportional to $xy$, and $Y_{-1}$ contains $xz$ and $yz$. The state is thus pure $t_{2g}$ and pure $j=\frac52$, where $\mathbf L\cdot\mathbf S=1$, and its energy is $\zeta$.

**One matrix in three bases.** In real harmonics the constrained solution has diagonal elements 0.8187 for each $t_{2g}$ orbital and 0.0219 for each $e_g$ orbital, per spin. Sixteen Hermitian pairs of off-diagonal elements are nonzero, among them $t_{2g}$–$e_g$ elements of magnitude up to 0.12. Four of the largest are
$$n_{yz\uparrow,xz\uparrow}=-0.1594\,i,\quad n_{yz\downarrow,xz\downarrow}=+0.1594\,i,\quad n_{xy\uparrow,yz\downarrow}=-0.1594,\quad n_{xy\downarrow,yz\uparrow}=+0.1594,$$
in agreement with (9). From (5), $Y_{1}=-(S_1+iS_{-1})/\sqrt2$, and the imaginary element splits the $m=\pm1$ occupations:
$$n_{+1\uparrow}=0.8187-0.1594\approx0.659,\qquad n_{-1\uparrow}=0.8187+0.1594=0.978 .$$
The partners $n_{-1\downarrow}$ and $n_{+1\downarrow}$ have the same two values, so no net moment results.

In the coupled basis the element between $|\frac52,\frac12\rangle$ and $|\frac32,\frac12\rangle$ is $0.4392$, and its partner with both $m_j$ reversed is $-0.4392$. This is the sign in (10) for $j-j'=1$. Discarding elements between different $j$ would lose a large part of the matrix.

**Populations and faulty recipes.** With $\langle\mathbf L\cdot\mathbf S\rangle=-2.3905$, (7) gives
$$N_{5/2}=\frac{3\times5-2\times2.3905}{5}=2.044,\qquad N_{3/2}=2.956 .$$

- Spin averaging, $n\to\frac12\,1_2\otimes{\rm Re}\,\mathcal N$, sets $\langle\mathbf L\cdot\mathbf S\rangle$ to zero and gives $N_{5/2}=3$. The matrix is then diagonal, and its penalty is $\frac{0.08}2[6(0.8187)(0.1813)+4(0.0219)(0.9781)]=0.0390$ hartree instead of 0.0200.
- Using the index-swapped rule on the unswapped matrix gives $V^TnV^*=(V^\dagger n^*V)^*$, whose diagonal elements, the populations, are those obtained from $n^*$ in place of $n$. In real harmonics conjugation reverses all $L_k$ and, among the spins, $S_y$. The $x$ and $z$ terms of $\mathbf L\cdot\mathbf S$ change sign and the $y$ term does not. By cubic symmetry the three are equal, so the sum becomes $+2.3905/3=0.797$ and (7) gives $N_{5/2}=3.319$.

**Energies.** Two runs start from the same weakly spin-polarised matrix and differ in the projection alone. They end at $-0.007731$ hartree (nonmagnetic) and $-0.027731$ hartree (magnetic). The difference is $U/4=0.0200$ hartree, or 0.544 eV. The magnetic solution has $\langle L_z\rangle=0.667$ and $\langle S_z\rangle=0.167$. These belong to $\Theta\varphi$: for $\varphi$ the sums are $\frac26-\frac26-\frac23=-\frac23$ and $\frac12(\frac13-\frac23)=-\frac16$, and the filled quartet adds nothing.

**Convergence.** The constrained run needs 2 cycles because the projected seed is a multiple of the identity, so the first diagonalization already uses the eigenvectors of $h$. This is no general measure of speed. The free run needs 70. A small mixing $x$ between a filled and an empty level, separated by $g$ in $h$, enters the potential as $-Ux$, while the potential widens their separation to $g+U$. First-order perturbation theory returns
$$x'=\frac{U}{U+g}\,x .$$
For the lower quartet and the doublet, $g=0.0269$ hartree and the factor is 0.75, or about eight cycles per decimal digit. Plain iteration slows down as $g/U$ falls. Within the doublet $g=0$ and the factor is 1, so the seed decides the direction of the moment.

## Failure modes

- **Wrong $T$ after a basis change.** Using $V^\dagger TV$ is wrong for complex $V$. Check that $TL_k^*T^\dagger=-L_k$ and $TS_k^*T^\dagger=-S_k$ in the basis in use.
- **Mixed phase conventions.** $C$, $A$ and $T$ must share the phases of $Y_m$, the order of coupling and the order of spin.
- **Nonorthonormal projectors.** The rules (2) assume unitary $V$. Overlapping local functions must be orthonormalized first, or treated with their overlap matrix.
- **A constraint mistaken for a ground state.** Convergence under (4) does not show that the nonmagnetic state is stable. Release the constraint, add a small magnetic seed and compare energies.

The numerical check checks the basis changes against wave functions integrated on an angular grid, and the constrained energy against randomly generated nonmagnetic matrices.

## Values computed for the example and the checks

```
d shell, free / all real parameters: 45 / 100
Cubic splitting: 0.1200 hartree
Spin-orbit constant zeta: 0.0160 hartree
Effective U: 0.0800 hartree
Electrons: 5
Lower quartet level: -0.010933 hartree
Doublet level: 0.016000 hartree
Upper quartet level: 0.122933 hartree
Cycles, constrained / free: 2 / 70
Nonmagnetic n, real harmonics (dimensionless)
  xy up, xy up: 0.8187
  yz up, yz up: 0.8187
  z2 up, z2 up: 0.0219
  xz up, xz up: 0.8187
  x2-y2 up, x2-y2 up: 0.0219
  yz up, xz up: 0.0000 -0.1594 i
  yz down, xz down: 0.0000 +0.1594 i
  xy up, xz down: 0.0000 +0.1594 i
  xy down, xz up: 0.0000 +0.1594 i
  xy up, yz down: -0.1594
  xy down, yz up: 0.1594
Nonmagnetic n, complex harmonics (dimensionless)
  diagonal m=+1 up: 0.6594
  diagonal m=-1 down: 0.6594
  diagonal m=-1 up: 0.9781
  diagonal m=+1 down: 0.9781
  m=+2 up, m=-2 up: -0.3984
  m=-2 down, m=+2 down: -0.3984
Nonmagnetic n, (2j,2mj) basis (dimensionless)
  (5, 5), (5, 5): 0.3008
  (5, 3), (5, 3): 0.4602
  (5, 1), (5, 1): 0.2610
  (3, 3), (3, 3): 0.7390
  (3, 1), (3, 1): 0.7390
  (5, 5), (5, -3): -0.0891
  (5, -5), (5, 3): -0.0891
  (5, 1), (3, 1): 0.4392
  (5, -1), (3, -1): -0.4392
<L.S>, nonmagnetic: -2.3905 hbar^2
Electrons in j=5/2: 2.0438
Electrons in j=3/2: 2.9562
<L.S>, spin-averaged recipe: 0.0000 hbar^2
j=5/2 electrons, spin-averaged: 3.0000
j=5/2 electrons, wrong index rule: 3.3187
U penalty, nonmagnetic: 0.020000 hartree
U penalty, spin-averaged: 0.039048 hartree
Energy, nonmagnetic: -0.007731 hartree
Energy, magnetic: -0.027731 hartree
Cost of constraint: 0.020000 hartree
Cost of constraint: 0.5442 eV
Magnetic solution <Lz>: 0.6667 hbar
Magnetic solution <Sz>: 0.1667 hbar
Chain, half-mesh reversal error: 0.3215
```
